Two infinitely repulsive electrons on a triangle: hopping sign and spin

**Question**

I am working on the Hubbard model on a triangular lattice, and I am stuck on what should be the smallest example. Three sites form a ring with one orbital each, and there are two electrons. The Hamiltonian is

H = −t Σ_bonds Σ_σ (c†_iσ c_jσ + c†_jσ c_iσ) + U Σ_i n_i↑ n_i↓,

with real t and U → ∞. I have to find the total spin of the ground state for t > 0 and for t < 0.

I have two arguments that seem to make the exercise empty. First, antiferromagnetic exchange is of order t²/U, which vanishes here, so singlet and triplet should be degenerate. Second, the sign of t looks like a convention, since I may redefine c_i → −c_i on any site I like. Which of these is wrong, and how do I get the levels by hand?

**Answer**

Both arguments fail. The first overlooks that on a closed ring the electrons can change places by way of the empty site. The second overlooks that this ring has an odd number of bonds. The levels follow from two 3×3 matrices.

**The states that survive**

At infinite U no site may hold two electrons. One site is then empty, which can happen in 3 ways, and the two electrons have 4 spin states, so there are 12 states. H does not change the total spin, so they separate into 3 singlets and 3 triplets, each triplet having three spin states.

For electrons on sites i and j, define the singlet

s_ij = (c†_i↑ c†_j↓ − c†_i↓ c†_j↑)|0⟩ / √2

and the triplet state with both spins up

τ_ij = c†_i↑ c†_j↑ |0⟩.

Exchange the site labels and reorder the operators, with one minus sign for each interchange:

s_ji = (c†_j↑ c†_i↓ − c†_j↓ c†_i↑)|0⟩ / √2
= (−c†_i↓ c†_j↑ + c†_i↑ c†_j↓)|0⟩ / √2 = s_ij,

τ_ji = c†_j↑ c†_i↑ |0⟩ = −τ_ij.

The singlet is even under exchange of the sites and the triplet is odd. This sign decides the problem.

**The singlet matrix**

The operator K_ij = Σ_σ c†_iσ c_jσ moves an electron from j to i. Acting on a pair state, it replaces c†_jσ by c†_iσ in the same position, because [K_ij, c†_jσ] = c†_iσ and K_ij|0⟩ = 0.

Start from s_12, with site 3 empty. A hop between sites 1 and 2 would create a doubly occupied site, so it is excluded. Two hops remain:

K_32 s_12 = s_13 = s_31,
K_31 s_12 = s_32 = s_23.

Each carries the factor −t from H, so

H s_12 = −t (s_23 + s_31).

The other two states follow by relabelling the sites cyclically. In the basis s_12, s_23, s_31 the matrix has zeros on the diagonal and −t everywhere else.

**The triplet matrix**

Use the cyclic basis τ_12, τ_23, τ_31. The same two hops now give

K_32 τ_12 = τ_13 = −τ_31,
K_31 τ_12 = τ_32 = −τ_23,

and therefore

H τ_12 = +t (τ_23 + τ_31).

The matrix has zeros on the diagonal and +t everywhere else. The other two spin states of each triplet have the same energy, because they are obtained with the total spin-lowering operator, which commutes with H.

**The levels**

Both matrices have the form g(J − 1), where J is the 3×3 matrix filled with ones and 1 is the unit matrix. J has eigenvalue 3 for the vector (1, 1, 1) and eigenvalue 0 for the two independent vectors whose components sum to zero. The energies are therefore 2g, −g, −g. With g = −t for the singlet and g = +t for the triplet,

E_singlet = −2t, t, t,
E_triplet = 2t, −t, −t.

For t > 0 the lowest singlet is at −2t and the lowest triplet at −t, so the ground state is a singlet. For t < 0 the lowest triplet is at 2t = −2|t| and the lowest singlet at t = −|t|, so the ground state is a triplet. In both cases

gap = 2|t| − |t| = |t|.

The ground states are the uniform sums

t > 0: (s_12 + s_23 + s_31)/√3,
t < 0: (τ_12 + τ_23 + τ_31)/√3, with its two spin partners.

The triplet levels can also be found without the pair basis. Two electrons with parallel spins never share a site, so they do not feel U and simply fill the one-electron levels −2t cos k with k = 0, ±2π/3, which are −2t, t, t. Two different levels must be occupied. The sums are −2t + t = −t, twice, and t + t = 2t, as above.

**Why your exchange argument fails**

An exchange of order t²/U comes from virtual double occupation, and it does vanish. But the empty site provides another way to exchange the electrons. Put electron A on site 1, electron B on site 2, and leave site 3 empty. Then let

B go from 2 to 3,
A go from 1 to 2,
B go from 3 to 1.

Site 3 is empty again, but A and B have changed places, and no site was ever doubly occupied. The product of the three matrix elements around this loop is

singlet: (−t)³ = −t³,
triplet: (+t)³ = +t³.

The three hops supply (−t)³ in both cases. Exchanging the sites then gives +1 for the singlet and −1 for the triplet. A spin sector with a negative loop product has g = −|t|, so its uniform state gains energy from both hops available to each configuration and reaches −2|t|. With a positive product, g = +|t|, and the three amplitudes cannot all have opposite signs to one another. The best they can do is sum to zero, which gives −|t|. The spin splitting is thus a kinetic energy of first order in t.

**Why the sign of t is not a convention here**

The replacement c_i → −c_i is allowed, but on the triangle each site touches two bonds, so it reverses two hoppings at once. The product t_12 t_23 t_31 keeps its sign. Changing t to −t on all three bonds reverses that product, and no choice of site signs can undo it.

On a four-site ring your argument works. Reverse c_1 and c_3: each of the four bonds has one end on a reversed site, so every hopping changes sign. The spin operators and n_i↑ n_i↓ contain two or four operators of the same site and are unchanged. The levels of each total spin are then the same for t and −t.

At infinite U the triangle result does not need equal hoppings. Let M be the singlet matrix for three real, nonzero hoppings. Its element between s_12 and s_31 is −t_23, and similarly for the others. The triplet matrix is −M. For a symmetric matrix with zero diagonal, the determinant is twice the product of the three off-diagonal elements:

det M = −2 t_12 t_23 t_31, trace M = 0.

If the product of the hoppings is positive, det M < 0. With zero trace, the eigenvalues must then be one negative and two positive, say −(a + b), a, b with a ≥ b > 0. The lowest singlet is at −(a + b). The triplet levels are a + b, −a, −b, so the lowest triplet is at −a. The singlet wins by b. If the product is negative, the roles are exchanged. If one bond is cut, det M = 0 and b = 0: the ring has become an open chain, the electrons cannot pass each other, and your expected degeneracy between singlet and triplet appears.

**What the spins look like**

In either uniform state a given pair of sites is occupied with probability 1/3. When it is occupied, S_i·S_j equals −3/4 in a singlet and +1/4 in a triplet, in units of ħ². When one of the two sites is empty it is zero. Hence

singlet: ⟨S_i·S_j⟩ = (1/3)(−3/4) = −1/4,
triplet: ⟨S_i·S_j⟩ = (1/3)(1/4) = 1/12 ≈ 0.083.

Two singly occupied sites contribute 2 × 3/4 = 3/2 to the sum of S_i², and there are three pairs. The total spin squared is therefore 3/2 + 2 × 3 × (−1/4) = 0 for the singlet and 3/2 + 2 × 3 × (1/12) = 2 for the triplet, as S(S + 1) requires.

**Does it survive finite U?**

A real repulsion is finite, so it is worth restoring the doubly occupied states d_i = c†_i↑ c†_i↓ |0⟩. They are singlets, so the triplet levels do not change. A hop from j to i gives

K_ij s_ij = (c†_i↑ c†_i↓ − c†_i↓ c†_i↑)|0⟩ / √2 = √2 d_i,

so the matrix element of H is −√2 t.

In the uniform sector use B = (s_12 + s_23 + s_31)/√3 and D = (d_1 + d_2 + d_3)/√3. Each d_i is reached from two pair states, so the coupling is −2√2 t. The matrix is

[ −2t, −2√2 t ]
[ −2√2 t, U ]

with eigenvalues

E = [U − 2t ± √((U + 2t)² + 32t²)] / 2.

For the other states, label each singlet by its empty site: s^(1) = s_23, s^(2) = s_31, s^(3) = s_12. Take Σ_k a_k s^(k) with Σ_k a_k = 0. Since s^(k) connects to d_i for i ≠ k, the coefficient of d_i after the hop is

−√2 t (Σ_k a_k − a_i) = +√2 t a_i.

The doubly occupied partner is Σ_i a_i d_i, with the same coefficients. The matrix is

[ t, √2 t ]
[ √2 t, U ]

with eigenvalues, each occurring twice,

E = [U + t ± √((U − t)² + 8t²)] / 2.

For U ≫ |t|, each lower level is shifted by minus the squared coupling divided by U, to leading order. The lowest singlet is then

t > 0: −2t − 8t²/U,
t < 0: −|t| − 2t²/U.

The exchange energy you expected is one part of these shifts: it lowers every singlet by 4t²/U. The rest comes from pairs that pass through a doubly occupied site and end on a different bond. This adds −4t²/U in the uniform state and +2t²/U in the other two. The total lowers the singlet for both signs of t, so it widens the gap for t > 0 and narrows it for t < 0.

It does not overturn the triplet. Put t = −a with a > 0 and add 2a to both diagonal elements, so that energies are measured from the triplet at −2a. The determinants are

uniform: 4a(U + 2a) − 8a² = 4aU,
other two: a(U + 2a) − 2a² = aU.

For U > 0 both determinants and both traces are positive, so all singlets lie above the triplet. At U = 0 both determinants vanish, and three singlets are degenerate with the triplet. For small U the lowest singlet rises by about determinant/trace = aU/(3a) = U/3. For t < 0 the gap therefore starts from zero and needs the repulsion.

For t > 0 the reasoning is shorter. The coupling pushes the lower uniform level below its diagonal value −2t, which is already below the triplet at −t. At U = 0 the singlet is at −4t, with both electrons in the lowest orbital, and the gap is 3t. Repulsion reduces it to t. With three equal bonds and equivalent sites, the spin of the ground state is thus the same for every U > 0, for each sign of t. Without that symmetry the triplet is less secure: for t < 0, a much weaker bond or a large difference in site energy reduces the infinite-U gap, and exchange at finite U can then make the singlet the ground state.

**Numbers**

Take |t| = 2 meV as a round model value. At infinite U the levels in meV are:

- t = +2: singlets −4, 2, 2; triplets −2, −2, 4.
- t = −2: singlets −2, −2, 4; triplets −4, 2, 2.

The gap is 2 meV in both cases, which is 3.204 × 10⁻²² J. Divided by the Boltzmann constant it is 23.2 K. Well below that temperature the cluster is mostly in its ground level, which is one state for t > 0 and three for t < 0.

Now take U = 40 meV, so that U/|t| = 20. For t = +2 meV,

E_singlet = [40 − 4 − √(44² + 32 × 4)]/2 = −4.716 meV,

and the triplet stays at −2 meV, so the gap is 2.716 meV. For t = −2 meV,

E_singlet = [40 − 2 − √(42² + 8 × 4)]/2 = −2.190 meV,

and the triplet stays at −4 meV, so the gap is 1.810 meV.

Relative to the infinite-U gap, these are changes of about +36% and −9%. The leading corrections, 8t²/U = 0.8 meV and 2t²/U = 0.2 meV, overestimate the actual changes of 0.716 meV and 0.190 meV by about 12% and 5%. The infinite-U limit therefore gives the correct spin at U/|t| = 20, but for t > 0 it is a poor estimate of the gap.

**What could change the answer**

A repulsion V between neighbouring sites has no effect on the splitting at infinite U. Every allowed configuration has one neighbouring pair, so all levels move up by V.

A direct spin coupling J S_i·S_j/ħ² on each bond does matter. At infinite U it adds −3J/4 to every singlet and +J/4 to every triplet, so it favours the singlet by J. For t < 0 the triplet ground state is then lost when J > |t|.

Two further cases need a separate treatment. A magnetic flux through the ring makes the hoppings complex, and the loop product is then in general neither positive nor negative. Spin-orbit coupling can make the hopping depend on the spin. The total spin is then in general not conserved, and the levels can no longer be sorted into singlets and triplets.

Check also whether your particles are electrons or holes. With h_iσ = c†_iσ,

−t c†_iσ c_jσ = −t h_iσ h†_jσ = +t h†_jσ h_iσ for i ≠ j,

so holes hop with the opposite sign. The interaction becomes

U Σ_i (1 − h†_i↑ h_i↑)(1 − h†_i↓ h_i↓) = 3U − U N_h + U Σ_i h†_i↑ h_i↑ h†_i↓ h_i↓,

where N_h is the number of holes. Four electrons on the triangle are two holes, so they have the two-particle levels with t replaced by −t, shifted by 3U − 2U = U. The total spin keeps its value under this change. With t > 0 and any U > 0, two electrons form a singlet while four form a triplet; at U = 0 the four-electron singlet and triplet are degenerate.

This settles the three-site ring. On an extended triangular lattice an empty site has many other paths, and the spin of that ground state cannot be read off from one triangle.

All numerical values are calculated from the stated model.
